# Tetragonal versus rhombohedral order in the quartic Landau-Devonshire energy: a program that tests the result

```python
"""
Result under test: for the energy density
    f = a*sum(Pi^2) + b1*sum(Pi^4) + b2*sum_{i<j}(Pi^2 Pj^2)
with a < 0, b1 > 0 and b1 + b2 > 0, the global minimum is tetragonal (T, <100>)
for b2 > 2 b1 and rhombohedral (R, <111>) for b2 < 2 b1. The orthorhombic
state (O, <110>) is always a saddle.
P: polarization in C/m^2; f in MJ/m^3; a in MJ m/C^2; b1, b2 in MJ m^5/C^4.
"""
import numpy as np
import sympy as sp
from scipy.optimize import minimize, minimize_scalar, brentq

rng = np.random.default_rng(7)
A, B1 = -40.0, 500.0
NAMES = {0: "zero", 1: "T", 2: "O", 3: "R"}

# Symbolic energy, from which gradient and Hessian are derived
x, y, z, a_s, b1_s, b2_s = sp.symbols("x y z a b1 b2", real=True)
quartic = b1_s*(x**4 + y**4 + z**4) + b2_s*(x**2*y**2 + y**2*z**2 + z**2*x**2)
f_sym = a_s*(x**2 + y**2 + z**2) + quartic
var = (x, y, z)
args = (x, y, z, a_s, b1_s, b2_s)
grad_fun = sp.lambdify(args, [sp.diff(f_sym, v) for v in var], "numpy")
hess_fun = sp.lambdify(args, [[sp.diff(f_sym, v, w) for w in var] for v in var],
                       "numpy")


def energy(P, a, b1, b2):
    q = np.asarray(P)**2
    pairs = q[..., 0]*q[..., 1] + q[..., 1]*q[..., 2] + q[..., 2]*q[..., 0]
    return a*q.sum(-1) + b1*(q**2).sum(-1) + b2*pairs


def gradient(P, a, b1, b2):
    return np.moveaxis(np.array(grad_fun(*np.moveaxis(P, -1, 0), a, b1, b2)), 0, -1)


def hessian(P, a, b1, b2):
    h = np.array(hess_fun(*np.moveaxis(P, -1, 0), a, b1, b2))
    return np.moveaxis(h, (0, 1), (-2, -1))


# Algebraic identities behind the angular reduction and the bound s <= 1/3
pair_sum = x**2*y**2 + y**2*z**2 + z**2*x**2
reduced = b1_s*(x**2 + y**2 + z**2)**2 + (b2_s - 2*b1_s)*pair_sum
assert sp.expand(quartic - reduced) == 0
squares = ((x - y)**2 + (y - z)**2 + (z - x)**2)/2
assert sp.expand((x + y + z)**2 - 3*(x*y + y*z + z*x) - squares) == 0

# Random directions: range of s, boundedness, degeneracy at the threshold
n = rng.normal(size=(200000, 3))
n /= np.linalg.norm(n, axis=1)[:, None]
s = energy(n, 0, 0, 1)
assert s.min() >= 0 and s.max() <= 1/3 + 1e-12
assert s.min() < 1e-3 and s.max() > 1/3 - 1e-3
n111 = np.ones(3)/np.sqrt(3)
n100 = np.array([1.0, 0.0, 0.0])
assert energy(n, 0, B1, -0.95*B1).min() > 0
assert energy(100*n111, A, B1, -1.05*B1) < -1e6
assert energy(100*n100, A, -B1, 5*B1) < -1e6
shell = energy(0.2*n, A, B1, 2*B1)
assert np.ptp(shell) < 1e-10


# With ordered pairs (each pair counted twice) the threshold is at b2 = b1
def ordered_quartic(direction, b1, b2):
    q = direction**2
    return b1*sum(q**2) + b2*sum(q[i]*q[j] for i in range(3)
                                 for j in range(3) if i != j)


assert ordered_quartic(n100, 1, 1.05) < ordered_quartic(n111, 1, 1.05)
assert ordered_quartic(n100, 1, 0.95) > ordered_quartic(n111, 1, 0.95)


def global_minimum(a, b1, b2):
    """Best of several unconstrained minimizations from generic starts."""
    runs = [minimize(energy, rng.uniform(-0.4, 0.4, 3), args=(a, b1, b2),
                     jac=gradient, method="BFGS", options={"gtol": 1e-8})
            for _ in range(8)]
    best = min(runs, key=lambda r: r.fun)
    return best.x, best.fun


def classify(P, tol=1e-4):
    """Number of nonzero components; these must have equal magnitudes."""
    mags = np.abs(P)[np.abs(P) > tol]
    assert len(mags) == 0 or np.ptp(mags) < tol
    return NAMES[len(mags)]


def formula_energy(name, a, b1, b2):
    return {"T": -a**2/(4*b1), "O": -a**2/(2*b1 + b2),
            "R": -3*a**2/(4*(b1 + b2)), "zero": 0.0}[name]


def formula_curvatures(name, a, b1, b2):
    m, d = abs(a), b2 - 2*b1
    trans = {"T": [m*d/b1]*2,
             "O": [-4*m*d/(2*b1 + b2), 2*m*d/(2*b1 + b2)],
             "R": [-2*m*d/(b1 + b2)]*2}[name]
    return np.sort(trans + [4*m])


def stationary_points(a, b1, b2):
    """Newton iteration from many random starts; distinct converged roots."""
    P = rng.uniform(-0.3, 0.3, size=(4000, 3))
    for _ in range(100):
        step = np.linalg.solve(hessian(P, a, b1, b2),
                               gradient(P, a, b1, b2)[..., None])[..., 0]
        P = P - step
    good = np.linalg.norm(gradient(P, a, b1, b2), axis=1) < 1e-9
    return np.unique(np.round(P[good], 9) + 0.0, axis=0)


def pass_energy(winner, b2):
    """Lowest f on the surface that separates neighbouring minima."""
    u = np.linspace(0, 0.3, 601)
    if winner == "T":      # two largest components tie
        t = np.linspace(0, 1, 201)
        U, T = np.meshgrid(u, t)
        pts = np.stack([U, U, T*U], axis=-1)
    else:                  # one component vanishes
        U, V = np.meshgrid(u, u)
        pts = np.stack([U, V, 0*U], axis=-1)
    return energy(pts, A, B1, b2).min()


def path_maximum(winner, b2):
    """Highest f on a rotation path, with the length relaxed at each angle."""
    if winner == "T":
        t = np.linspace(0, np.pi/2, 361)
        path = np.stack([np.cos(t), np.sin(t), 0*t], axis=-1)
    else:
        t0 = np.arccos(1/np.sqrt(3))
        t = np.linspace(t0, np.pi - t0, 361)
        path = np.stack([np.sin(t)/np.sqrt(2)]*2 + [np.cos(t)], axis=-1)
    r = np.linspace(0, 0.4, 2001)
    return energy(path[:, None, :]*r[None, :, None], A, B1, b2).min(axis=1).max()


print(f"a  = {A:.0f} MJ m/C^2")
print(f"b1 = {B1:.0f} MJ m^5/C^4")

for b2, expected in ((1500.0, "T"), (500.0, "R")):
    roots = stationary_points(A, B1, b2)
    labels = [classify(P) for P in roots]
    counts = {k: labels.count(k) for k in ("zero", "T", "O", "R")}
    # 27 is also the largest possible number of isolated roots of three cubics
    assert counts == {"zero": 1, "T": 6, "O": 12, "R": 8}
    print(f"CASE b2 = {b2:.0f} MJ m^5/C^4, b2/b1 = {b2/B1:.1f}")
    print("stationary points:", ", ".join(f"{k} {v}" for k, v in counts.items()))
    found = {}
    for P, name in zip(roots, labels):
        if name == "zero":
            continue
        value = energy(P, A, B1, b2)
        curv = np.linalg.eigvalsh(hessian(P, A, B1, b2))
        assert abs(value - formula_energy(name, A, B1, b2)) < 1e-7
        assert np.allclose(curv, formula_curvatures(name, A, B1, b2), atol=1e-4)
        found[name] = (np.abs(P).max(), np.linalg.norm(P), value, curv)
    for name in ("T", "O", "R"):
        comp, length, value, curv = found[name]
        print(f" {name}: component {comp:.4f}, |P| {length:.4f} C/m^2")
        print(f"    f = {value:.4f} MJ/m^3")
        print("    curvatures", " ".join(f"{c:.2f}" for c in curv), "MJ m/C^2")
    stable = [k for k in found if found[k][3].min() > 0]
    assert stable == [expected]
    assert np.sum(found["O"][3] < 0) == 1
    P_min, f_min = global_minimum(A, B1, b2)
    assert classify(P_min) == expected
    assert abs(f_min - found[expected][2]) < 1e-7
    # grid spacing limits these two comparisons
    f_pass, f_path = pass_energy(expected, b2), path_maximum(expected, b2)
    assert abs(f_pass - found["O"][2]) < 1e-4
    assert abs(f_path - found["O"][2]) < 1e-4
    print(f" global minimum: {expected}")
    print(f" rotation barrier = {found['O'][2] - f_min:.4f} MJ/m^3")

print("SCAN by direct minimization (b2/b1, phase, |P| C/m^2, f MJ/m^3)")
for ratio in (-0.9, -0.5, 0.0, 1.0, 1.9, 1.99, 2.01, 2.1, 3.0, 10.0):
    P_min, f_min = global_minimum(A, B1, ratio*B1)
    phase = classify(P_min)
    assert phase == ("T" if ratio > 2 else "R")
    assert abs(f_min - formula_energy(phase, A, B1, ratio*B1)) < 1e-7
    print(f" {ratio:6.2f}  {phase}  {np.linalg.norm(P_min):.4f}  {f_min:.4f}")

# On the disordered side the minimum is P = 0 for either sign of b2 - 2 b1
for b2 in (500.0, 1500.0):
    P_min, f_min = global_minimum(-A, B1, b2)
    assert np.linalg.norm(P_min) < 1e-5 and abs(f_min) < 1e-8


def lowest_along(direction, b2):
    return minimize_scalar(lambda r: float(energy(r*direction, A, B1, b2)),
                           bounds=(0, 0.6), method="bounded",
                           options={"xatol": 1e-10}).fun


threshold = brentq(lambda r: lowest_along(n100, r*B1) - lowest_along(n111, r*B1),
                   0.5, 4.0)
assert abs(threshold - 2) < 1e-6
print(f"threshold b2/b1 where f_T = f_R: {threshold:.6f}")
print(f"f at threshold, |P| = 0.2 C/m^2: {shell.mean():.4f} MJ/m^3")
print(f"spread over directions below 1e-10 MJ/m^3: {np.ptp(shell) < 1e-10}")
print("tests ok")
```

Running it gives:

```
a  = -40 MJ m/C^2
b1 = 500 MJ m^5/C^4
CASE b2 = 1500 MJ m^5/C^4, b2/b1 = 3.0
stationary points: zero 1, T 6, O 12, R 8
 T: component 0.2000, |P| 0.2000 C/m^2
    f = -0.8000 MJ/m^3
    curvatures 40.00 40.00 160.00 MJ m/C^2
 O: component 0.1265, |P| 0.1789 C/m^2
    f = -0.6400 MJ/m^3
    curvatures -32.00 16.00 160.00 MJ m/C^2
 R: component 0.1000, |P| 0.1732 C/m^2
    f = -0.6000 MJ/m^3
    curvatures -20.00 -20.00 160.00 MJ m/C^2
 global minimum: T
 rotation barrier = 0.1600 MJ/m^3
CASE b2 = 500 MJ m^5/C^4, b2/b1 = 1.0
stationary points: zero 1, T 6, O 12, R 8
 T: component 0.2000, |P| 0.2000 C/m^2
    f = -0.8000 MJ/m^3
    curvatures -40.00 -40.00 160.00 MJ m/C^2
 O: component 0.1633, |P| 0.2309 C/m^2
    f = -1.0667 MJ/m^3
    curvatures -26.67 53.33 160.00 MJ m/C^2
 R: component 0.1414, |P| 0.2449 C/m^2
    f = -1.2000 MJ/m^3
    curvatures 40.00 40.00 160.00 MJ m/C^2
 global minimum: R
 rotation barrier = 0.1333 MJ/m^3
SCAN by direct minimization (b2/b1, phase, |P| C/m^2, f MJ/m^3)
  -0.90  R  1.0954  -24.0000
  -0.50  R  0.4899  -4.8000
   0.00  R  0.3464  -2.4000
   1.00  R  0.2449  -1.2000
   1.90  R  0.2034  -0.8276
   1.99  R  0.2003  -0.8027
   2.01  T  0.2000  -0.8000
   2.10  T  0.2000  -0.8000
   3.00  T  0.2000  -0.8000
  10.00  T  0.2000  -0.8000
threshold b2/b1 where f_T = f_R: 2.000000
f at threshold, |P| = 0.2 C/m^2: -0.8000 MJ/m^3
spread over directions below 1e-10 MJ/m^3: True
tests ok
```
